# Delta comb in plane waves: Kronig-Penney relation and slow basis convergence: verification in Python

```python
"""Plane waves for a delta comb, H = -1/2 d^2/dx^2 + coupling*sum_n delta(x-n*a).

Results under test (hartree atomic units, E = q^2/2, G = 2*pi*m/a, |m| <= M):
  scalar equation   1/coupling + (1/a) sum_G 1/((k+G)^2/2 - E) = 0
  infinite basis    cos(k a) = cos(q a) + coupling*sin(q a)/q
  basis error       E_M - E ~ 2 coupling^2 |psi(0)|^2 / (pi K), K = Gmax + pi/a
psi is normalized on one cell of length a; k is the Bloch wave number.
States that vanish at the deltas are exceptions: they have no basis error.
"""
import numpy as np
from scipy.optimize import brentq

a = 4.0
g = 2 * np.pi / a
nodes, weights = np.polynomial.legendre.leggauss(200)
x_cell = 0.5 * a * (nodes + 1)
w_cell = 0.5 * a * weights


def kinetic(k, M):
    return 0.5 * (k + g * np.arange(-M, M + 1)) ** 2


def matrix_levels(coupling, k, M, width=0.0):
    """Diagonalize; width > 0 replaces each delta by a normalized Gaussian."""
    m = np.arange(-M, M + 1)
    transfer = g * (m[:, None] - m[None, :])
    potential = coupling / a * np.exp(-0.5 * (transfer * width) ** 2)
    return np.linalg.eigvalsh(np.diag(kinetic(k, M)) + potential)


def bracket(band, coupling, k, M):
    """Interval between free-electron energies that holds one root."""
    p = np.sort(kinetic(k, M))
    if coupling < 0:
        return (p[band - 1] if band else -10.0), p[band]
    top = p[band] + len(p) * coupling / a + 1.0
    return p[band], (p[band + 1] if band + 1 < len(p) else top)


def scalar_root(band, coupling, k, M):
    p = kinetic(k, M)
    lo, hi = bracket(band, coupling, k, M)
    return brentq(lambda E: 1 / coupling + np.sum(1 / (p - E)) / a,
                  lo + 1e-10, hi - 1e-10, xtol=1e-13, maxiter=500)


def kp_root(band, coupling, k):
    def mismatch(E):
        q = np.sqrt(complex(2 * E))
        return (np.cos(q * a) + coupling * np.sin(q * a) / q).real - np.cos(k * a)
    lo, hi = bracket(band, coupling, k, 10)
    return brentq(mismatch, lo, hi, xtol=1e-14, maxiter=500)


def exact_state(E, k):
    """Normalized psi(0) and psi on the quadrature points of one cell."""
    q = np.sqrt(complex(2 * E))
    psi = np.sin(q * (a - x_cell)) + np.exp(1j * k * a) * np.sin(q * x_cell)
    norm = np.sqrt(np.sum(w_cell * abs(psi) ** 2))
    return np.sin(q * a) / norm, psi / norm


def grid_levels(coupling, k, n):
    """Real-space finite differences with a Bloch boundary condition."""
    h = a / n
    H = np.zeros((n, n), dtype=complex)
    i = np.arange(n)
    H[i, i] = 1 / h**2
    H[i[:-1], i[1:]] = H[i[1:], i[:-1]] = -0.5 / h**2
    H[n - 1, 0] = -0.5 / h**2 * np.exp(1j * k * a)
    H[0, n - 1] = np.conj(H[n - 1, 0])
    H[0, 0] += coupling / h
    return np.linalg.eigvalsh(H)[:3]


# Closed lattice sum and its tail against explicit partial sums.
for E in (-0.7, 0.9, 3.1):
    k, M = 0.25, 1000
    q = np.sqrt(complex(2 * E))
    closed = (np.sin(q * a) / (q * (np.cos(q * a) - np.cos(k * a)))).real
    tail = closed - np.sum(1 / (kinetic(k, M) - E)) / a
    assert abs(tail * np.pi * g * (M + 0.5) / 2 - 1) < 1e-4

# Scalar equation, Kronig-Penney energies, state identities and error law.
for coupling in (-1.0, 1.5):
    for k in (0.25, 0.6):
        roots = [scalar_root(n, coupling, k, 8) for n in range(17)]
        assert np.allclose(roots, matrix_levels(coupling, k, 8), atol=1e-9, rtol=0)
        # Richardson step removes the h^2 error of the grid.
        grid = (4 * grid_levels(coupling, k, 400) - grid_levels(coupling, k, 200)) / 3
        for n in range(3):
            E = kp_root(n, coupling, k)
            assert abs(E - grid[n]) < 1e-5
            psi0, psi = exact_state(E, k)
            density = abs(psi0) ** 2
            d = 1e-4
            slope = (kp_root(n, coupling + d, k) - kp_root(n, coupling - d, k)) / (2 * d)
            assert abs(slope - density) < 1e-6
            F_prime = np.sum(1 / (kinetic(k, 2000) - E) ** 2) / a
            assert abs(F_prime * coupling**2 * density - 1) < 1e-6
            for m in (-20, -5, 0, 3, 20):
                p = k + g * m
                c = np.sum(w_cell * np.exp(-1j * p * x_cell) * psi) / np.sqrt(a)
                c_formula = -coupling * psi0 / (np.sqrt(a) * (p**2 / 2 - E))
                assert abs(c - c_formula) < 1e-9
            M = 10000
            error = scalar_root(n, coupling, k, M) - E
            law = 2 * coupling**2 * density / (np.pi * g * (M + 0.5))
            assert error > 0 and abs(error / law - 1) < 1e-3

# Worked example.
coupling, k = -1.0, 0.25
print(f"lattice constant a = {a:.2f} bohr")
print(f"coupling lambda = {coupling:.2f} hartree bohr")
print(f"wave number k = {k:.2f} 1/bohr, k a = {k * a:.2f}")
print(f"reciprocal spacing 2 pi/a = {g:.6f} 1/bohr")
print("band, exact E (hartree), |psi(0)|^2 (1/bohr), prefactor C (hartree/bohr)")
for n in range(3):
    E = kp_root(n, coupling, k)
    density = abs(exact_state(E, k)[0]) ** 2
    C = 2 * coupling**2 * density / np.pi
    print(f"  {n + 1}  {E:.8f}  {density:.6f}  {C:.6f}")

E0 = kp_root(0, coupling, k)
C0 = 2 * coupling**2 * abs(exact_state(E0, k)[0]) ** 2 / np.pi
kappa = np.sqrt(-2 * E0)
print(f"lowest band: kappa = sqrt(-2E) = {kappa:.6f} 1/bohr")
print(f"  cosh(kappa a) = {np.cosh(kappa * a):.6f}")
print(f"  lambda sinh(kappa a)/kappa = {coupling * np.sinh(kappa * a) / kappa:.6f}")
print(f"  cos(k a) = {np.cos(k * a):.6f}")

print("lowest band: M, Gmax (1/bohr), E_M, error, C/K (all three in hartree)")
errors = []
for M in (8, 16, 32, 64, 128, 256):
    E_M = matrix_levels(coupling, k, M)[0]
    errors.append(E_M - E0)
    print(f"  {M:3d}  {g * M:8.3f}  {E_M:.8f}  {E_M - E0:.4e}  {C0 / (g * (M + 0.5)):.4e}")
order = np.log2(errors[-2] / errors[-1])
assert min(errors) > 0 and abs(order - 1) < 0.02
print(f"observed power of 1/Gmax, M = 128 to 256: {order:.4f}")

for target in (1e-3, 1e-4):
    low, high = 1, 20000
    assert scalar_root(0, coupling, k, high) - E0 < target
    while high - low > 1:
        middle = (low + high) // 2
        if scalar_root(0, coupling, k, middle) - E0 < target:
            high = middle
        else:
            low = middle
    estimate = C0 / (target * g) - 0.5
    assert abs(high / estimate - 1) < 0.02
    print(f"error below {target:.0e} hartree: smallest M = {high}, law gives {estimate:.1f}")

# Control: the same strength without a cusp.
width = 0.3
reference = matrix_levels(coupling, k, 48, width)[0]
print(f"Gaussian comb, standard deviation {width:.2f} bohr, E = {reference:.8f} hartree")
for M in (2, 4, 8):
    smooth_error = matrix_levels(coupling, k, M, width)[0] - reference
    print(f"  M = {M}: error = {smooth_error:.3e} hartree")
assert smooth_error < 1e-6 < errors[0]

# States with nodes on the deltas are already exact with three plane waves.
for label, k_node, E_node in (("k = 0", 0.0, g**2 / 2), ("k = pi/a", g / 2, g**2 / 8)):
    levels = matrix_levels(coupling, k_node, 1)
    found = levels[np.argmin(abs(levels - E_node))]
    assert abs(found - E_node) < 1e-12
    print(f"sine state at {label}, M = 1: E = {found:.8f} hartree, exact {E_node:.8f}")

print("all assertions hold")
```

Printed output:

```
lattice constant a = 4.00 bohr
coupling lambda = -1.00 hartree bohr
wave number k = 0.25 1/bohr, k a = 1.00
reciprocal spacing 2 pi/a = 1.570796 1/bohr
band, exact E (hartree), |psi(0)|^2 (1/bohr), prefactor C (hartree/bohr)
  1  -0.51831911  0.967400  0.615866
  2  0.60038975  0.226541  0.144221
  3  1.46186895  0.134783  0.085805
lowest band: kappa = sqrt(-2E) = 1.018154 1/bohr
  cosh(kappa a) = 29.363727
  lambda sinh(kappa a)/kappa = -28.823425
  cos(k a) = 0.540302
lowest band: M, Gmax (1/bohr), E_M, error, C/K (all three in hartree)
    8    12.566  -0.47543865  4.2880e-02  4.6126e-02
   16    25.133  -0.49543252  2.2887e-02  2.3762e-02
   32    50.265  -0.50648273  1.1836e-02  1.2064e-02
   64   100.531  -0.51229842  6.0207e-03  6.0786e-03
  128   201.062  -0.51528259  3.0365e-03  3.0511e-03
  256   402.124  -0.51679423  1.5249e-03  1.5285e-03
observed power of 1/Gmax, M = 128 to 256: 0.9937
error below 1e-03 hartree: smallest M = 391, law gives 391.6
error below 1e-04 hartree: smallest M = 3920, law gives 3920.2
Gaussian comb, standard deviation 0.30 bohr, E = -0.33674633 hartree
  M = 2: error = 4.260e-03 hartree
  M = 4: error = 7.445e-05 hartree
  M = 8: error = 2.313e-09 hartree
sine state at k = 0, M = 1: E = 1.23370055 hartree, exact 1.23370055
sine state at k = pi/a, M = 1: E = 0.30842514 hartree, exact 0.30842514
all assertions hold
```
